# Initial value and kinetic-energy sum rule of the Kubo velocity correlation

Q: In classical mechanics the velocity autocorrelation starts at $\langle v^2\rangle=kT/m$, whatever the potential. In quantum mechanics $\langle v^2\rangle$ contains zero-point motion and depends on the potential. I don't see what universal starting value could survive.

A: That depends on which correlation function is meant, because $v$ does not commute with the Boltzmann operator. Take one particle on the whole line,

$$H=\frac{p^2}{2m}+V(x),\qquad v=\frac pm,\qquad \beta=\frac1{kT},\qquad Z=\mathrm{Tr}\,e^{-\beta H},$$

where $V$ is real, smooth, independent of momentum, and confining enough that the levels are discrete and the thermal traces below are finite. For two operators $A$ and $B$ define the Kubo product

$$(A;B)=\frac1{\beta Z}\int_0^\beta d\lambda\;\mathrm{Tr}\!\left[e^{-(\beta-\lambda)H}A\,e^{-\lambda H}B\right].$$

It averages over all ways of dividing the Boltzmann operator between the two gaps that separate $A$ and $B$ in the trace. The Kubo velocity correlation is

$$K(t)=(v;v(t)),\qquad v(t)=e^{iHt/\hbar}\,v\,e^{-iHt/\hbar}.$$

If $v$ commuted with $H$, the integrand would not depend on $\lambda$ and $K(0)$ would be the ordinary $\langle v^2\rangle$. In a potential the two differ.

Q: An integral over $\lambda$ with $e^{-\lambda H}$ on both sides of $v$ looks as if it needs all the eigenstates of $H$. How can you evaluate it for a potential you have not specified?

A: By noticing that the velocity is itself a commutator with $H$. Suppose $A=(i/\hbar)[H,G]$ for some operator $G$. Differentiation gives

$$\frac{d}{d\lambda}\left(e^{\lambda H}Ge^{-\lambda H}\right)=e^{\lambda H}[H,G]e^{-\lambda H},$$

so that

$$e^{\lambda H}Ae^{-\lambda H}=\frac i\hbar\frac{d}{d\lambda}\left(e^{\lambda H}Ge^{-\lambda H}\right).$$

In the Kubo product write $e^{-(\beta-\lambda)H}=e^{-\beta H}e^{\lambda H}$. The integrand is then a total derivative, and only its end points remain:

$$(A;B)=\frac{i}{\hbar\beta Z}\mathrm{Tr}\!\left[e^{-\beta H}\left(e^{\beta H}Ge^{-\beta H}-G\right)B\right]
=\frac{i}{\hbar\beta Z}\mathrm{Tr}\!\left[Ge^{-\beta H}B-e^{-\beta H}GB\right].$$

Moving $G$ cyclically to the end of the first trace turns it into $\mathrm{Tr}[e^{-\beta H}BG]$. Therefore

$$(A;B)=\frac{i}{\hbar\beta}\langle[B,G]\rangle,\qquad A=\frac i\hbar[H,G]. \tag{1}$$

Now choose $G=x$. The potential commutes with $x$, and $[p^2,x]=p[p,x]+[p,x]p=-2i\hbar p$, so

$$\frac i\hbar[H,x]=\frac i\hbar\,\frac{-2i\hbar p}{2m}=\frac pm=v.$$

Equation (1) with $A=B=v$ gives

$$K(0)=\frac i{\hbar\beta}\langle[v,x]\rangle=\frac i{\hbar\beta}\left(-\frac{i\hbar}{m}\right)=\frac{1}{\beta m}=\frac{kT}{m}. \tag{2}$$

The commutator $[v,x]$ is a number, so its thermal average needs no knowledge of the states. That is how the potential drops out.

Q: You used $[V,x]=0$. Where does the result stop being true?

A: In two places worth knowing. If the potential contains the momentum, as a nonlocal potential does, then $(i/\hbar)[H,x]=p/m+(i/\hbar)[V,x]$. This is no longer $p/m$, and the argument does not give (2) for $p/m$.

The second place is a ring of length $L$. Position measured around a ring must jump by $L$ somewhere, so multiplying a periodic wave function by $x$ gives a function that is not periodic. The commutators then acquire terms at the jump, and (2) is not justified.

A free particle on the ring shows the size of the effect. Here $v$ commutes with $H$, so $K(0)=\langle v^2\rangle$, an average over the allowed momenta $2\pi\hbar j/L$ with integer $j$. Poisson summation of the Boltzmann factors gives

$$Z=\frac{L}{\lambda_T}\sum_{w=-\infty}^{\infty}e^{-\pi w^2L^2/\lambda_T^2},\qquad \lambda_T^2=\frac{2\pi\hbar^2}{mkT}.$$

The energy is $-\partial\ln Z/\partial\beta$, and $\lambda_T^2\propto\beta$. The prefactor therefore contributes $kT/2$. Keeping $w=\pm1$ to first order for $L\gg\lambda_T$,

$$\frac{K(0)}{kT/m}\approx1-4a\,e^{-a},\qquad a=\frac{\pi L^2}{\lambda_T^2}.$$

For a mass of 1 u at 300 K, $kT/m=2.494\times10^{-4}$ Å²/fs² and $\beta\hbar=25.46$ fs. Hence $\lambda_T^2=2\pi(\beta\hbar)^2kT/m=1.016$ Å². The explicit momentum sum gives a ratio of 0.485 for $L=1$ Å and 0.99979 for $L=2$ Å. In the second case $a=12.4$, and the correction $4ae^{-a}$ is about $2\times10^{-4}$, as the sum shows. For this free particle the failure falls off as $ae^{-a}$ with $a\propto L^2$: the ratio is still 0.50 at $L=\lambda_T$, reaches 0.976 at $L=1.5\lambda_T$, and is close to one by $L=2\lambda_T$.

Q: And for several particles? Coupled velocities are correlated in a quantum state.

A: For distinguishable particles with Cartesian coordinates $x_i$ and a momentum-independent potential, put $G=x_i$ and $B=v_j$ in (1):

$$(v_i;v_j)=\frac i{\hbar\beta}\langle[v_j,x_i]\rangle=\delta_{ij}\frac{kT}{m_i}.$$

You are right that the ordinary average $\langle v_iv_j\rangle$ need not vanish. Take masses of 1 u and 2 u at 300 K in $V=1200(x^2+y^2)+800xy+500x^2y^2$, with energies in meV and lengths in Å. Diagonalizing $H$ on a grid gives $\langle v_xv_y\rangle=0.215\,kT/\sqrt{m_1m_2}$. The Kubo product of the same two velocities is zero.

Q: Then $K(0)$ has lost the zero-point motion. If the starting value is classical, how can the quantum kinetic energy be in this function at all?

A: It is in the frequencies. Let $|n\rangle$ be the eigenstates, $E_n$ their energies, $p_n=e^{-\beta E_n}/Z$ their populations, and $\hbar\omega_{mn}=E_m-E_n$. Inserting eigenstates in the trace gives

$$K(t)=\sum_{nm}|v_{nm}|^2e^{i\omega_{mn}t}\,\frac1{\beta Z}\int_0^\beta d\lambda\,e^{-(\beta-\lambda)E_n-\lambda E_m}.$$

The remaining factor is elementary:

$$\frac{p_n}{\beta}\int_0^\beta d\lambda\,e^{-\lambda\hbar\omega_{mn}}
=p_n\frac{1-e^{-\beta\hbar\omega_{mn}}}{\beta\hbar\omega_{mn}}
=\frac{p_n-p_m}{\beta(E_m-E_n)}.$$

For equal energies it takes its limit, $p_n$. Call the product of this factor with $|v_{nm}|^2$ the line strength $k_{nm}$. It is nonnegative, because the lower level has the larger population. With the convention

$$\tilde K(\omega)=\int_{-\infty}^{\infty}dt\,e^{-i\omega t}K(t)=2\pi\sum_{nm}k_{nm}\,\delta(\omega-\omega_{mn}),$$

and with $k_{nm}=k_{mn}$, the spectrum is even in $\omega$, and $K(t)$ is real and even in time.

The ordinary correlation $C(t)=\langle v\,v(t)\rangle$ has the same lines, but with strengths $p_n|v_{nm}|^2$. Dividing one strength by the other gives

$$\tilde C(\omega)=\frac{\beta\hbar\omega}{1-e^{-\beta\hbar\omega}}\tilde K(\omega). \tag{3}$$

Q: That factor is not the hyperbolic cotangent I have seen used for this purpose. It isn't even symmetric in $\omega$.

A: The kinetic energy needs only its symmetric part. At $t=0$ the inverse transform gives $\langle v^2\rangle=\int(d\omega/2\pi)\,\tilde C(\omega)$. Since $\tilde K$ is even, the odd part of the factor in (3) integrates to zero. Put $z=\beta\hbar\omega$. Changing the sign of $z$ turns $z/(1-e^{-z})$ into $z/(e^z-1)$, and half the sum of the two is

$$\frac z2\left[\frac{e^z}{e^z-1}+\frac1{e^z-1}\right]=\frac z2\,\frac{e^z+1}{e^z-1}=\frac z2\coth\frac z2.$$

Therefore

$$\left\langle\frac{p^2}{2m}\right\rangle=\frac m2\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,W(\omega)\tilde K(\omega),\qquad
W(\omega)=\frac{\beta\hbar\omega}2\coth\frac{\beta\hbar\omega}2. \tag{4}$$

Without $W$ the integral would be $mK(0)/2=kT/2$, the classical value. A line at frequency $\omega$ thus carries a share of the classical kinetic energy, and $W$ raises that share to its quantum value. For $\hbar|\omega|\ll kT$ the weight tends to one. For $\hbar|\omega|\gg kT$ it grows as $\beta\hbar|\omega|/2$.

Q: $W$ looks like the energy of a harmonic oscillator divided by $kT$. Have you smuggled in a harmonic approximation?

A: No. The factor came from Boltzmann populations and the $\lambda$ integral, with the levels and matrix elements left general. The harmonic oscillator is the case in which the spectrum has a single frequency. There $v(t)=v\cos\omega_0t-\omega_0x\sin\omega_0t$, and (1) with $G=B=x$ gives $(v;x)=0$. So $K(t)=(kT/m)\cos\omega_0t$, and (4) returns

$$\left\langle\frac{p^2}{2m}\right\rangle=\frac{kT}2W(\omega_0)=\frac{\hbar\omega_0}4\coth\frac{\beta\hbar\omega_0}2,$$

which tends to $\hbar\omega_0/4$ at low temperature, half the zero-point energy. An anharmonic potential distributes the same total strength $kT/m$ over several frequencies.

Q: Can anything be said about that distribution without solving for the levels?

A: Its mean square frequency is fixed by the average curvature of the potential. Since $|\dot v_{nm}|^2=\omega_{mn}^2|v_{nm}|^2$, we have $\sum k_{nm}\omega_{mn}^2=(\dot v;\dot v)$. Now use (1) with $G=v$ and $B=\dot v=-V'(x)/m$. Because $[V',p]=i\hbar V''$,

$$(\dot v;\dot v)=\frac i{\hbar\beta}\left\langle\left[-\frac{V'}m,\frac pm\right]\right\rangle
=\frac i{\hbar\beta}\left(-\frac{i\hbar}{m^2}\right)\langle V''\rangle=\frac{kT}{m^2}\langle V''\rangle.$$

Dividing by $K(0)=kT/m$ gives the mean square frequency

$$\Omega^2=\frac{\langle V''\rangle}m. \tag{5}$$

The average is over the quantum thermal density. It cannot be negative, even if $V''$ is negative in places, because the left side is an average of squares.

Q: Knowing $\Omega$ is not knowing the average of $W$. What does it buy?

A: Bounds on the kinetic energy. Put $y=\beta\hbar\omega/2$. The product formula $\sinh y=y\prod_{n\ge1}(1+y^2/n^2\pi^2)$, after taking the logarithm, differentiating and multiplying by $y$, gives

$$y\coth y=1+2\sum_{n=1}^\infty\frac{y^2}{y^2+n^2\pi^2}.$$

As a function of $u=y^2$ each term is $u/(u+n^2\pi^2)=1-n^2\pi^2/(u+n^2\pi^2)$, which is nonnegative, increasing and concave. Hence $W\ge1$, and $W$ is concave in $\omega^2$. The normalized strengths $k_{nm}m/kT$ are nonnegative and sum to one, so Jensen's inequality says that the average of $W$ is at most $W(\Omega)$. The result is

$$\frac{kT}2\le\left\langle\frac{p^2}{2m}\right\rangle\le\frac{\hbar\Omega}4\coth\frac{\beta\hbar\Omega}2. \tag{6}$$

The right side is reached by the harmonic oscillator. Dropping $y^2$ from the denominators and using $\sum1/n^2=\pi^2/6$ gives $W\le1+y^2/3$, and hence

$$\left\langle\frac{p^2}{2m}\right\rangle\le\frac{kT}2\left(1+\frac{\beta^2\hbar^2\langle V''\rangle}{12m}\right).$$

The quantum excess over $kT/2$ is therefore small relative to $kT/2$ when $\beta\hbar\Omega\ll1$.

Q: I would like to see this in a potential that is far from harmonic.

A: Take a mass of 1 u at 300 K in the tilted double well

$$V(x)=V_0\left[\left(\frac xd\right)^2-1\right]^2+c\,\frac xd,$$

with $V_0=200$ meV, $d=0.4$ Å and $c=20$ meV, round model parameters. Diagonalizing $H$ in a basis of sinc functions spaced by 0.025 Å gives the lowest levels at 76.4, 111.7, 220.1, 287.0 and 393.2 meV. The first two hold populations of 0.794 and 0.203.

For each pair of levels I combine the lines at $\pm\omega$ into a share $s=2k_{nm}m/kT$ of $K(0)$. By (4) the pair contributes $(kT/2)\,s\,W$ to the kinetic energy, with $kT/2=12.926$ meV.

| pair | $\hbar\omega$ (meV) | $s$ | $W$ | part (meV) |
|---|---|---|---|---|
| 0–2 | 143.7 | 0.460 | 2.80 | 16.65 |
| 0–3 | 210.5 | 0.231 | 4.07 | 12.18 |
| 0–4 | 316.8 | 0.047 | 6.13 | 3.70 |
| 1–3 | 175.3 | 0.072 | 3.40 | 3.17 |
| 1–2 | 108.5 | 0.111 | 2.16 | 3.11 |
| 1–4 | 281.6 | 0.025 | 5.45 | 1.77 |
| 0–5 | 434.6 | 0.010 | 8.41 | 1.09 |
| others | | 0.043 | | 1.22 |

In the first row, $\beta\hbar\omega/2=143.7/(2\times25.852)=2.779$. Its hyperbolic cotangent is 1.008, so $W=2.80$, and $12.926\times0.460\times2.80=16.65$ meV. The shares add to one within rounding, and the last column adds to 42.89 meV. This is 3.32 times $kT/2$, the kinetic energy a classical particle would have at 996 K. That figure expresses an energy; the thermodynamic temperature is still 300 K.

The 0–4 and 1–2 rows show what the weight does. The former has less than half the share of the latter, yet contributes more energy, because its $W$ is nearly three times larger.

Q: And the bound?

A: The average curvature is 7922 meV/Å², which by (5) gives $\hbar\Omega=182.0$ meV. The right side of (6) is then 45.57 meV, above the actual 42.89 meV. Three other potentials at the same mass and temperature, solved in the same basis, show how the gap varies. Here $V$ is in meV and $x$ in Å.

| potential | kinetic energy (meV) | upper bound (meV) |
|---|---|---|
| harmonic, $\hbar\omega_0=200$ meV | 50.04 | 50.04 |
| $1000x^4$ | 17.12 | 17.33 |
| $4000x^2+150\cos12x$ | 32.74 | 41.86 |

The difference between the columns is the Jensen deficit, which comes from the spread of frequencies. In the third potential the curvature at the origin is $8000-21600=-13600$ meV/Å², and the spectrum is widely spread: a share of 0.85 lies at 85 meV, 0.07 at 191 meV and 0.09 at 469 meV, so the single value $\hbar\Omega=167$ meV is a poor summary of it. All four potentials have the same $K(0)$.

Q: If every potential gives $kT/m$, a simulation that reproduces $K(0)$ has shown me very little.

A: It has shown you nothing about the dynamics, since $K(0)$ contains no time evolution. Classical mechanics with Boltzmann sampling also starts at $kT/m$. Equation (4) asks more. The kinetic energy is an equilibrium quantity and can be found without real-time dynamics. One route is the free energy $F=-kT\ln Z$. At fixed $p$, $\partial H/\partial m=-p^2/2m^2$, so

$$\frac{\partial F}{\partial m}=\left\langle\frac{\partial H}{\partial m}\right\rangle=-\frac1m\left\langle\frac{p^2}{2m}\right\rangle,
\qquad \left\langle\frac{p^2}{2m}\right\rangle=-m\frac{\partial F}{\partial m}.$$

An approximate $K(t)$ can be transformed, weighted with $W$, and compared with this value.

Q: Does classical dynamics fail that comparison in your double well?

A: Yes. I integrated classical trajectories with the velocity Verlet method and a step of 0.25 fs, starting from a Boltzmann-weighted grid of positions and Gauss–Hermite velocities. The correlation was damped to a Gaussian line width of 2 meV and Fourier transformed. The unweighted spectrum gives 12.93 meV, which is $kT/2$. The weighted spectrum gives 49.9 meV (the 0.25 fs step and the line width together shift it by about 0.01 meV), which is 7.0 meV or 16 % above the true kinetic energy. The quantum $K(t)$, treated with the same damping and transform, gives 42.90 meV, so the discrepancy does not come from the line width.

Since $W$ increases with $|\omega|$, the classical strength lies on the whole at too high a frequency, in the sense of this one average. The comparison does not locate the excess, and it does not imply that the classical spectrum is the stronger one at the highest frequencies.

Q: Suppose a better method returns 42.89 meV. May I trust its spectrum?

A: Not on that evidence alone. Equation (4) fixes one integral of $\tilde K$, and many spectra share it. For example, $W$ rises continuously from one without limit, so there is a frequency $\omega_1$ with $W(\omega_1)=3.32$. The function $(kT/m)\cos\omega_1t$ starts correctly and gives the right kinetic energy, yet it has one line where the double well has many.

The comparison is also nearly blind to slow motion. Keeping the first power of $y^2$ in the series for $y\coth y$ gives $W\approx1+(\beta\hbar\omega)^2/12$ at small frequency. Moving strength about within the region $\hbar|\omega|\ll kT$ hardly changes the integral, so a method can pass while its slow dynamics is wrong. Equation (5) supplies a second condition on the same spectrum, one that gives the high frequencies still more weight. Failure of either condition, beyond numerical error, shows that the approximate $K(t)$ is wrong; agreement with both leaves the shape of the spectrum open.
